# Why Unequal Memory Steps Pull Trained Weights Towards the Symmetry Point

Let a neural-network weight $w$ be stored in a memory cell, and let a training sample supply the gradient $g$ of the loss with respect to that weight. The cell receives programming pulses whose mean number is proportional to $|g|$ and whose polarity is opposite to the sign of $g$. Provided an update holds so few pulses that the step size hardly changes during it, doubling $g$ doubles the mean weight change without altering its direction. A function of $g$ with this scaling has one slope for positive $g$ and another for negative $g$, so it is a combination of $g$ and $|g|$:

$$\text{mean change}=-\eta\,[F(w)\,g+A(w)\,|g|],$$

where $\eta>0$ is the learning rate.

A mirror symmetry fixes the coefficients further. Reverse the direction in which the weight is counted: the weight change and $g$ change sign, while the up-step and the down-step exchange roles. The law keeps its form if $F$ is even under that exchange and $A$ is odd. Hence $A$ vanishes where the steps are equal. Where they differ, averaging over noise with $E\,g=0$ removes the first term and leaves the second, because $E|g|$ is positive for any noise at all.

## The drift law

Let $x$, between 0 and 1, be the conductance measured from the bottom of its range in units of the range. The weight is $w=K(x-x_r)$, with scale $K$ and reference $x_r$. A potentiation pulse changes $x$ by $+s_+(x)$ and a depression pulse by $-s_-(x)$, both steps being positive. The symmetry point $x_s$ is where they agree, $s_+(x_s)=s_-(x_s)=\delta$.

The requested weight change is $u=-\eta g$. Since a pulse at the symmetry point changes the weight by $K\delta$, the controller fires one pulse, of the sign of $u$, with probability $|u|/(K\delta)$. This requires $|u|\le K\delta$. Write $u_+$ and $u_-$ for the sizes of the positive and negative parts of $u$, so that $u=u_+-u_-$ and $|u|=u_++u_-$. Then

$$E[\Delta w\,|\,w]=Ks_+\frac{E\,u_+}{K\delta}-Ks_-\frac{E\,u_-}{K\delta}.$$

Inserting $u_\pm=(|u|\pm u)/2$ and collecting terms gives

$$E[\Delta w\,|\,w]=\frac{s_++s_-}{2\delta}E\,u+\frac{s_+-s_-}{2\delta}E|u|.$$

With $u=-\eta g$ and $|u|=\eta|g|$, this is

$$E[\Delta w\,|\,w]=-\eta\,[F\,E\,g+A\,E|g|],\qquad F=\frac{s_++s_-}{2\delta},\quad A=\frac{s_--s_+}{2\delta}.$$

The shape of the noise distribution has not been used. Zero mean says that the upward and downward requests are equal in total, $E\,u_+=E\,u_-=E|u|/2$. Away from the symmetry point the cell delivers them at different exchange rates, so the delivered changes do not cancel.

## When the symmetry point attracts

Let $D=s_+-s_-$. Under pure noise the drift has the sign of $D$, and near the symmetry point $D\approx D'(x_s)(x-x_s)$. The point attracts if $D'(x_s)<0$, as in a saturating cell, whose up-steps shrink and down-steps grow as conductance rises.

Unequal steps alone do not ensure this. Suppose $s_\pm=\delta[1\pm2(x-x_s)]$. A pulse of random sign then multiplies the mean distance from $x_s$ by $1+2\delta$. With $\delta=0.012$, a distance of 0.1 becomes 0.139 after 14 pulses: the point repels. If instead the steps are constant, $0.02$ up and $0.03$ down, each pulse moves the mean by $(0.02-0.03)/2=-0.005$. Fourteen pulses move it by $-0.07$ from any start clear of the bounds, and there is no symmetry point.

The solvable saturating model is the soft-bounds cell,

$$s_+=a(1-x),\qquad s_-=bx.$$

Equating the steps gives $x_s=a/(a+b)$ and $\delta=ab/(a+b)$. With $y=x-x_s$ we have $1-x=b/(a+b)-y$, and therefore

$$s_+=\delta-ay,\qquad s_-=\delta+by.$$

Put $w_s=K(x_s-x_r)$, so that $y=(w-w_s)/K$. Then

$$A=\frac{(a+b)y}{2\delta}=\frac{w-w_s}{L},\qquad L=\frac{2K\delta}{a+b}=\frac{2Kab}{(a+b)^2},$$

$$F=1+\frac{(b-a)(w-w_s)}{2K\delta}.$$

Under zero-mean noise the weight relaxes towards $w_s$ at the rate $\eta E|g|/L$ per update. The length $L$ depends on the ratio $a/b$ but not on the overall step size. Making both steps finer by the same factor therefore leaves this drift unchanged. Nor does $a=b$ remove it: equal maximum steps put the symmetry point at mid-range, with $L=K/2$, but the steps still differ elsewhere.

Take a range of 5 to 55 µS, $a=0.02$, $b=0.03$, $K=4$ and $x_r=0.5$. Then $x_s=0.02/0.05=0.4$, which is $5+0.4\times50=25$ µS, and $w_s=4(0.4-0.5)=-0.4$. The common step is $\delta=0.012$, or 0.6 µS, or $K\delta=0.048$ in weight. The drift length is $L=2(0.048)/0.05=1.92$. At 50 µS an up-pulse adds 0.10 µS while a down-pulse removes 1.35 µS.

## Relaxation and spread under pure noise

Count fired pulses with $n$, and let their signs be independent and equally likely. One pulse gives

$$E[y_{n+1}|y_n]=y_n+\tfrac12(\delta-ay_n)-\tfrac12(\delta+by_n)=\left(1-\frac{a+b}{2}\right)y_n.$$

Iteration gives $E\,y_n=[1-(a+b)/2]^n\,y_0$. In the example the factor is 0.975, and the distance falls to $1/e$ in 39.5 pulses. Starting at 50 µS, the mean is 34.1 µS after 40 pulses, 28.3 µS after 80 and 25.4 µS after 160. Enumerating all $2^{14}$ sequences of 14 pulses gives a mean $x$ of 0.75077984, as does the formula.

Individual cells do not come to rest. In the stationary state $E[y^2]$ is constant, so $2E[y\Delta]+E[\Delta^2]=0$, where $\Delta$ is one step. The two averages at given $y$ are

$$E[y\Delta|y]=-\frac{a+b}{2}y^2,\qquad E[\Delta^2|y]=\delta^2+\delta(b-a)y+\frac{a^2+b^2}{2}y^2.$$

Since the stationary mean of $y$ is zero, the variance $V=E[y^2]$ obeys

$$V=\frac{\delta^2}{(a+b)-(a^2+b^2)/2}.$$

This gives a standard deviation of 2.70 µS, about 4.5 common steps; a random-walk simulation also gives 2.70 µS.

For curved step functions the stationary mean can miss $x_s$ slightly. Stationarity requires $E\,D=0$. Expansion to second order gives $D'\bar y+\tfrac12D''V=0$, where $\bar y$ is the mean offset. To leading order the variance condition is $D'V+\delta^2=0$, hence

$$\bar y=-\frac{D''V}{2D'}=\frac{D''\delta^2}{2D'^2}.$$

All three quantities $D'$, $D''$ and $\delta$ scale with step size, so the offset does too. For $s_+=0.10(1-x)^2$ and $s_-=0.15x$ the formula gives 0.0027 and simulation 0.0030. The drift itself vanishes exactly at $x_s$, and the stationary mean approaches that point as the steps become finer.

## Signal against drift

In training, $E\,g$ is zero at the optimum but restores the weight when it leaves. If fluctuations about the mean weight are neglected, training settles where

$$F\,E\,g+A\,E|g|=0.$$

The weight stops between the optimum and the symmetry point in the simplest case: $F=1$, $E\,g=\lambda(w-w^*)$ with $\lambda>0$, and constant $m=E|g|$. The balance $\lambda(w-w^*)+(m/L)(w-w_s)=0$ gives

$$w=\frac{\lambda L\,w^*+m\,w_s}{\lambda L+m}.$$

Weak noise, $m\ll\lambda L$, leaves $w$ near the optimum $w^*$. Strong noise, $m\gg\lambda L$, takes it to $w_s$.

The learning rate has cancelled. For a single weight the same holds for the whole stationary distribution: every jump probability is proportional to $\eta$, so the flows into and out of each value balance for the same distribution whatever $\eta$ is. A smaller $\eta$ slows the clock. With several weights, pulses that coincide in one update can add corrections that vanish with $\eta$.

## A neuron with noisy labels

Consider a linear neuron with four independent inputs $z_i$, each Gaussian with zero mean and unit variance. The labels are $w^*\!\cdot z+\nu$, where $\nu$ is Gaussian noise of standard deviation $\varsigma$. With error $e=w-w^*$, the residual is $r=e\cdot z-\nu$, the loss is $r^2/2$, and $g_i=rz_i$. Therefore

$$E\,g_i=e_i,\qquad \sigma^2\equiv E\,r^2=|e|^2+\varsigma^2.$$

To find $E|g_i|$, set $\sin\beta=e_i/\sigma$, the correlation of $r$ and $z_i$. Write $z_i=R\cos\theta$ and $r=\sigma R\sin(\theta+\beta)$, where $R\cos\theta$ and $R\sin\theta$ are independent unit Gaussians. Then

$$rz_i=\tfrac12\sigma R^2[\sin(2\theta+\beta)+\sin\beta].$$

Since $E\,R^2=2$ and $\theta$ is uniform, with $\phi=2\theta+\beta$,

$$E|g_i|=\frac{\sigma}{2\pi}\int_0^{2\pi}|\sin\phi+\sin\beta|\,d\phi.$$

For $\beta\ge0$ the bracket is negative between $\pi+\beta$ and $2\pi-\beta$, where its integral has size $2\cos\beta-(\pi-2\beta)\sin\beta$. The signed integral over the circle is $2\pi\sin\beta$. Adding twice the negative part gives $4(\cos\beta+\beta\sin\beta)$, which is even in $\beta$ and so holds for both signs. Hence

$$E|g_i|=\frac2\pi\left[\sqrt{\sigma^2-e_i^2}+e_i\arcsin\frac{e_i}{\sigma}\right].$$

The four balance equations are coupled through $\sigma$. For $\varsigma=0.5$ their solution is the second row below. The simulations start from $w=0$ with $\eta=0.005$ unless noted.

| Case | $w_1$ | $w_2$ | $w_3$ | $w_4$ |
|---|---|---|---|---|
| Target | 1.200 | 0.600 | 0.000 | −0.800 |
| Balance law | 0.948 | 0.443 | −0.064 | −0.732 |
| Simulation | 0.936 | 0.434 | −0.067 | −0.731 |
| $\eta/4$ | 0.936 | 0.436 | −0.071 | −0.726 |
| Steps and $\eta$ both /5 | 0.946 | 0.443 | −0.066 | −0.730 |
| Equal constant steps | 1.199 | 0.600 | 0.001 | −0.800 |

For the first weight, $w_1-w_s=1.348$, so $A=1.348/1.92=0.702$ and $F=1+0.01(1.348)/0.096=1.140$. With $E|g_1|=0.410$, the drift term is $0.702\times0.410=0.288$. The signal term is $1.140\times(-0.252)=-0.287$; they cancel within rounding.

Each weight is displaced towards $-0.4$. Reducing the learning rate alone changes no weight by more than 0.005. Finer steps bring the simulation within 0.002 of the balance law, but leave the bias. Large early gradients sometimes asked for a probability above one and were limited to one pulse; in the averaging windows this affected fewer than 5 requests in a million.

The mean loss is $(|e|^2+\varsigma^2)/2$. Its noise floor is 0.125, and the displaced mean weights add 0.048, or 39% of the floor. Fluctuations of the weights about their means add a further part, which shrinks with the step size. For the first weight the time scale of the noise drift alone is $L/(\eta E|g_1|)=937$ updates.

Without label noise, every gradient sample vanishes at the target and no pulse is fired there. A simulation with steps a fifth as large and $\eta=0.002$ ended with its mean weights within about 0.01 of the target. This result belongs to the present example: away from the target, errors in the other weights also contribute to $E|g_i|$.

## Two ways to reduce the bias

Averaging $B$ gradients before choosing the pulse reduces the noise inside the absolute value. For jointly Gaussian $r$ and $z_i$, $E[r^2z_i^2]=\sigma^2+2e_i^2$, so the averaged gradient has mean $e_i$ and variance $s^2=(\sigma^2+e_i^2)/B$. Treat it as Gaussian, $e_i+sZ$ with $Z$ a unit Gaussian, and write its absolute value as the variable times its sign. The mean sign is $\operatorname{erf}(e_i/\sqrt2s)$, and the mean of $Z$ times the sign is twice the unit Gaussian density at $e_i/s$. Thus

$$E|g_i|\approx s\sqrt{\frac2\pi}\,e^{-e_i^2/2s^2}+e_i\operatorname{erf}\!\left(\frac{e_i}{\sqrt2\,s}\right).$$

For $B=16$ the balance weights are 1.115, 0.551, −0.020 and −0.779. The excess loss of the mean weights, which leaves out their fluctuations, falls from 0.048 to 0.005, at the cost of sixteen samples per update. A simulation with steps a fifth as large agrees within 0.002.

Alternatively, move the reference to $x_r=x_s$, keeping $K$ fixed. Then $w_s=0$, and the noise drift acts as weight decay whose strength follows $E|g|$. The balance weights become 1.021, 0.510, 0.000 and −0.665, with excess loss 0.029. The zero weight is now right, but the fourth is worse than before, because its target lay closer to the old symmetry point at −0.4 than to zero.

## A second case: a nonlinear network

The drift law applies weight by weight in a multilayer network, although $E\,g$ then depends on all weights. Take two inputs, two tanh hidden units and a linear output, without offsets. A teacher network labels 64 inputs, and each input appears with its label raised and lowered by 0.2. The mean gradient therefore vanishes at the teacher weights. Start there with $a$ and $b$ ten times smaller than before, and make 10,000 updates at $\eta=0.003$.

The drift equation takes the six weights from (1.20, −0.60, 0.50, 1.00, 1.00, −0.80) to (0.66, −0.73, −0.21, 0.61, 0.44, −1.04), a displacement of length 1.16. The mean of simulated pulsed training differs from this by a vector of length 0.012. With equal steps, the same training moves the mean by only 0.014. These figures belong to one random set of inputs and to one stage of the motion: after 10,000 updates the weights have not yet settled.

The second and sixth weights end farther from −0.4 than they began. The noise term cannot cause this, since it points towards $w_s$ throughout. Once the other weights have moved, however, $E\,g$ is no longer zero, and the signal term pushes these two outward. In a coupled network the direction of the noise drift need not be the direction of each weight's net displacement.

## Beside a real cell

The parameters are rough values for a filamentary oxide cell operated in a gradual regime. Cells that switch abruptly do not follow the soft-bounds steps used here. For gradual cells, the model also omits variation between devices. Since $dx_s=x_s(1-x_s)(da/a-db/b)$, independent 20% spreads in $a$ and $b$ scatter the symmetry point by about 3.4 µS (3.3 µS by random sampling), or 0.27 in weight. With $F$, $L$ and $E|g|$ held fixed, the balance condition transmits a fraction $(E|g|/L)/(F+E|g|/L)=0.16$ of this to the first weight, about 0.04 beside its bias of 0.25. A single shared reference cannot match every cell.

Independent zero-mean step noise of 30% leaves the mean drift alone and raises the stationary spread from 2.70 to 2.82 µS. At the symmetry point, thermal read noise at 358 K, with 0.1 V and 10 MHz bandwidth, is 0.02 µS, well below the common step of 0.6 µS. Other read noise, such as random telegraph noise, is left out and can be larger. For 1.5 V writing, steps varying as the hyperbolic sine of voltage over 0.1 V, and a 10% pulse probability per line, a cell is half-selected $2(0.1)(0.9)/0.1^2=18$ times per full pulse. Each time, half the voltage moves it by about 0.00055 of a full step, which adds about 1% to the pulse motion. In a 32 by 32 tile with 1 Ω of wire per cell, one row and one column pulsed, and every cell ohmic at 25 µS, the currents of half-selected cells lower the voltage at the farthest cell by about 20 mV, which cuts its step by about 18%. This is a low estimate for cells whose current rises faster than linearly with voltage, as is common in oxides: they draw more at 0.75 V than their read conductance implies, and the drop is correspondingly larger. If both polarities lose the same fraction, the balance is unchanged; otherwise $x_s$ moves.

Finally, a single 1.2 eV barrier with attempt rate $10^{13}$ s$^{-1}$ gives a retention time of about 7,800 s at 358 K. That is long beside one second of training, a million updates of 1 µs, but far too short for storage over years. The figure is the time for one activated hop with assumed inputs, not the retention of a real cell: at this temperature it changes tenfold for each 0.07 eV of barrier. The numerical output below gives the values used here.

## Numbers as computed

```
conductance range: 5 55 uS
a, b, K, x_ref: 0.02 0.03 4 0.5
symmetry point x_s, G_s[uS], w_s: 0.4 25 -0.4
common step delta, in uS, in weight: 0.012 0.6 0.048
drift length L (weight): 1.92
start x, G[uS]: 0.9 50
up, down step at start: 0.1 1.35 uS
mean x after 14 pulses: enumerated, law: 0.75077984 0.75077984
mean G after 40, 80, 160 noise pulses: 34.08 28.3 25.44 uS
pulses for 1/e relaxation: 39.5
stationary sd: simulated, law: 2.695 2.701 uS
repelling cell: distance 0.1 becomes: 0.1394
constant steps: mean push in 14 pulses: -0.07
curved cell (a=0.10,b=0.15) offset: sim, law: 0.00302 0.00269
label noise, learning rate: 0.5 0.005
target weights: +1.200 +0.600 +0.000 -0.800
balance law: +0.948 +0.443 -0.064 -0.732
simulated, example cell: +0.936 +0.434 -0.067 -0.731
simulated, rate/4: +0.936 +0.436 -0.071 -0.726
simulated, steps/5: +0.946 +0.443 -0.066 -0.730
simulated, equal steps: +1.199 +0.600 +0.001 -0.800
simulated, noiseless labels, steps/5: +1.190 +0.594 -0.002 -0.797
batch 16, law: +1.115 +0.551 -0.020 -0.779
batch 16, simulated, steps/5: +1.117 +0.551 -0.019 -0.779
reference at x_s, law: +1.021 +0.510 +0.000 -0.665
reference at x_s, simulated: +1.011 +0.505 -0.002 -0.658
largest clipped share of requests: settling, averaging: 0.0009 4.4e-06
E|g| at balance: 0.4099 0.3883 0.3772 0.3774
noise-drift time L/(rate E|g|), weight 1: 936.8 updates
label-noise loss floor: 0.125
excess loss of mean weights: law, batch 16, ref at x_s: 0.0484 0.00525 0.0292
tanh net: label noise, rate, updates: 0.2 0.003 10000
tanh net teacher: +1.200 -0.600 +0.500 +1.000 +1.000 -0.800
tanh net drift equation: +0.655 -0.728 -0.213 +0.610 +0.442 -1.043
tanh net simulated (steps/10): +0.659 -0.735 -0.218 +0.616 +0.441 -1.038
tanh net equal steps: +1.204 -0.597 +0.508 +0.996 +1.004 -0.808
tanh net norms: shift, law-sim gap, control shift: 1.16 0.0121 0.0135
rough spread of a and b; sd of G_s[uS]: 0.2 3.34
rough step noise; stationary sd with it[uS]: 0.3 2.82
read: T[K], band[Hz], V; thermal noise[uS]: 358 1e+07 0.1 0.0222
write V, slope V, line pulse probability: 1.5 0.1 0.1
half-select: step ratio, events per pulse, product: 0.000553 18 0.00996
wire: lines, ohm/cell, drop[mV], step loss: 32 1 19.8 0.18
retention: E[eV], attempt[1/s], time[s]; training[s]: 1.2 1e+13 7.82e+03 1
```
